How thick is a 300 V dc sheath by Child's law?

**Question**

I am stuck on this exercise: "A plasma has edge density 1×10¹⁶ m⁻³ and electron temperature 3 eV. The voltage drop across the sheath is 300 V. Show that the Child sheath is about 3.2 mm thick."

I know that Child's law relates current, voltage and gap width, but no current is given, and neither is the ion mass. If I take the current from the Bohm speed, I seem to contradict myself: Child's law starts the ions from rest, while the Bohm criterion says that they enter the sheath already moving. Is the combination legitimate, and how far can I trust the 3.2 mm?

**Answer**

The combination is legitimate as an approximation for a voltage drop much larger than the electron temperature. The Bohm speed fixes how many ions arrive per second. Child's law then neglects the energy with which they arrive, because it is small compared with what they gain in the sheath. The ion mass cancels. The inconsistency you noticed is real, though, and its cost can be calculated.

**Setting and signs**

Take a planar, steady sheath with cold, singly charged ions and no collisions. Let x run from the plasma edge, x = 0, to the wall, x = s. The wall is negative with respect to the plasma. I write the potential as −U(x), so that U is a positive drop growing from 0 at the edge to V = 300 V at the wall. Poisson's equation for the potential −U is then

U'' = e(n_i − n_e)/ε₀,

where n_i and n_e are the ion and electron densities. A net positive charge makes U curve upwards.

Let T be the electron temperature expressed in volts, so T = 3 V here, and let n_s be the density at the sheath edge, where n_i = n_e = n_s. This is lower than the density in the bulk plasma, because the weak field that accelerates ions towards the edge also holds electrons back.

**The missing current**

Suppose that the ions cross the edge at speed m u_B, where

u_B = √(eT/M)

is the Bohm speed and M the ion mass. Write η = U/T. Energy conservation gives

v² = m²u_B² + 2eU/M = m²u_B²(1 + 2η/m²).

The ion flux n_i v is constant, so n_i = n_s(1 + 2η/m²)^(−1/2). Electrons in equilibrium with the retarding potential have n_e = n_s e^(−η). For small η,

(n_i − n_e)/n_s ≈ (1 − η/m²) − (1 − η) = η(1 − 1/m²).

If m < 1, this is negative. Poisson's equation then reads U'' = −(positive constant)·U near the edge, whose solutions oscillate instead of rising steadily to the wall. With a vanishing field at the edge, as assumed throughout this answer, a monotonic sheath therefore needs m ≥ 1.

The value m = 1 is sufficient: (1 + 2η)^(−1/2) > e^(−η) is the same statement as e^(2η) > 1 + 2η, which holds for every η > 0. The inequality does not by itself select m = 1. Taking the marginal value is the closure assumed in this model, and it supplies the current density

J = e n_s u_B = e n_s √(eT/M).

**Child's law from Poisson's equation**

Now make the two high-voltage approximations. Electrons are dropped, since e^(−U/T) is tiny over most of a 300 V sheath. The entry energy eT/2 is dropped beside eU, so that v = √(2eU/M). With n_i = J/(ev), Poisson's equation becomes

U'' = A U^(−1/2), A = (J/ε₀)√(M/(2e)).

Multiply both sides by U'. The left side is the derivative of U'²/2, and the right side is the derivative of 2A U^(1/2). The field at the edge is taken as zero, so the integration constant vanishes:

U'² = 4A U^(1/2), hence U' = 2A^(1/2) U^(1/4).

The positive root is the one for which U grows towards the wall. Separate the variables and integrate from the edge:

∫₀^U U₁^(−1/4) dU₁ = (4/3)U^(3/4) = 2A^(1/2) x.

At the wall, U = V and x = s. This gives V^(3/4) = (3/2)A^(1/2)s, and squaring gives A = 4V^(3/2)/(9s²). Inserting the definition of A yields Child's law,

J = (4/9) ε₀ √(2e/M) V^(3/2)/s².

The profile is U = V(x/s)^(4/3), and the field at the wall has magnitude U'(s) = 4V/(3s).

**Putting the two together**

Equate the two expressions for J:

e n_s √(eT/M) = (4/9) ε₀ √(2e/M) V^(3/2)/s².

Both sides contain √(e/M), which cancels. A heavier ion arrives more slowly, but it also moves more slowly at each point of the sheath, so the ion density profile is unchanged. What remains is

s² = (4√2/9) (ε₀/(e n_s)) V^(3/2)/T^(1/2).

Introduce the Debye length at the edge, λ = √(ε₀T/(e n_s)), by multiplying and dividing by T:

s² = (4√2/9) λ² (V/T)^(3/2).

Since (V/T)^(3/2) = (2V/T)^(3/2)/(2√2), the prefactor becomes 2/9, and the square root is

s = (√2/3) λ (2V/T)^(3/4).

**The numbers**

The Debye length is

λ = √[(8.854×10⁻¹² × 3)/(1.602×10⁻¹⁹ × 10¹⁶)] m = 0.1288 mm.

The voltage ratio is 2V/T = 600/3 = 200, and 200^(3/4) = 53.18. Therefore

s = 0.4714 × 0.1288 mm × 53.18 = 3.23 mm,

or about 3.2 mm (0.32 cm), as required. The sheath is some 25 Debye lengths thick.

Written out in the original variables, s ∝ V^(3/4) n_s^(−1/2) T^(−1/4), each dependence being taken with the other two quantities fixed. The weak decrease with T may look odd, since λ grows with T. It arises because hotter electrons imply a larger Bohm flux, and a larger ion flux shields the same voltage in a shorter distance. This is a property of the Child formula; the corrections for entry speed and electrons discussed below grow with T and weaken the decrease. With electrons included, they can even reverse it if the thickness is measured from a small fixed voltage drop.

For argon, M = 39.95 u, the Bohm speed is 2.69 km/s and the current density is 0.43 mA/cm². The wall field is 4 × 300 V/(3 × 3.23 mm) = 1.24 kV/cm. Of these, the speed and the current depend on the ion mass; the thickness and the wall field do not.

**What the start from rest costs**

You can restore the entry speed and still leave out the electrons. Measure distance in Debye lengths, ξ = x/λ, and let primes on η mean derivatives with respect to ξ. With m = 1,

η'' = (1 + 2η)^(−1/2).

Multiplying by η' and integrating from η = η' = 0 gives

η'²/2 = √(1 + 2η) − 1.

Set w = √(1 + 2η), so that η = (w² − 1)/2 and dη = w dw. Then

dξ = dη/η' = w dw/√(2(w − 1)).

With q = w − 1, the integral needed is

∫₀^q (q₁ + 1) q₁^(−1/2) dq₁ = (2/3)q^(3/2) + 2q^(1/2) = (2/3)√q (q + 3).

Dividing by √2 and returning to w gives the thickness

s_entry = (√2/3) λ √(w − 1) (w + 2), now with w = √(1 + 2V/T).

Here w = √201 = 14.18, and s_entry = 3.57 mm, which is 10.4 % above the Child value. The direction makes sense: at fixed flux, faster ions are less dense, so the space charge is weaker and more distance is needed to build up 300 V.

For large w, the Child result is (√2/3)λw^(3/2) up to a relative correction of order 1/w². The ratio of the two thicknesses is therefore

s_entry/s ≈ (1 − 1/w)^(1/2)(1 + 2/w) ≈ 1 + 3/(2w).

The error vanishes as V/T grows, but only as the inverse square root of V/T. That is why a ratio V/T = 100 still leaves a correction of about a tenth.

**What the missing electrons cost**

With Boltzmann electrons included, the equation is

η'' = (1 + 2η)^(−1/2) − e^(−η),

and the same multiplication by η' gives

η'²/2 = [√(1 + 2η) − 1] + [e^(−η) − 1].

Near the edge, the first bracket is η − η²/2 + η³/2 and the second is −η + η²/2 − η³/6, up to fourth order. The first two orders cancel, leaving η'²/2 ≈ η³/3, or η' ≈ √(2/3) η^(3/2). The distance between two small values η_a and η_b is then

∫ dη/η' ≈ √6 (η_a^(−1/2) − η_b^(−1/2)),

which grows without limit as η_a → 0. In this fuller model the sheath has no sharp edge, and a thickness has a meaning only once you say at which potential you start measuring. Numerical integration of dη/η' up to the 300 V point gives:

- starting at a drop of 3 V: 3.85 mm, 19 % above Child;
- starting at 1 V: 4.19 mm, 30 % above Child;
- starting at 0.3 V: 4.71 mm, 46 % above Child.

The high-voltage limit shows where much of this comes from. Once e^(−η) is negligible, η'²/2 = w − 2, where the entry speed alone gave w − 1. Repeating the integral with q = w − 2 produces √(w − 2)(w + 4) in place of √(w − 1)(w + 2), apart from a constant set by the region near the edge. The leading relative excess over Child is therefore 3/w, twice that of the entry speed alone. For w = 14.18 this is about 21 %. The constant depends on the starting point and happens to be very small for a start at 3 V, which is why the 19 % found there lies so close. Starting lower adds more of the long, weak-field tail.

So 3.2 mm is the correct answer to the question asked, which is the thickness in the Child model. As an estimate of how far the sheath field extends from the wall, it is too small if the edge is placed at a drop of a few volts or less, by an amount that depends on that choice.

**Would collisions spoil it?**

That depends on the gas pressure, which the exercise does not give. Take argon at 2 mTorr and 300 K, with an assumed constant cross section of 1×10⁻¹⁸ m², a round value on the high side, for charge exchange, in which a fast ion takes an electron from a slow atom and leaves a slow ion behind. The gas density p/(k_B T_gas) is 6.44×10¹⁹ m⁻³, and the mean free path is ℓ = 1/(n_gas σ) = 15.5 mm. The ratio α = s/ℓ is 0.208, so a fraction 1 − e^(−α), or 19 %, of the ions collide within the Child thickness.

The thickness changes by much less. To see this, go back to the Child model and use y = x/s and u = U/V, with s the collisionless thickness. Each collision replaces one ion by another at rest, so the total flux stays constant. At y, a fraction e^(−αy) of it has not collided. Ions born between y' and y' + dy' contribute the fraction α e^(−α(y−y')) dy', and their speed follows from the drop since birth. Hence

u'' = (4/9)[e^(−αy) u^(−1/2) + α∫₀^y e^(−α(y−y')) (u(y) − u(y'))^(−1/2) dy'].

For α = 0 this is the Child equation, solved by u = y^(4/3). To first order in α, try u = y^(4/3)(1 + cαy). In the integral, put y' = ty and use the zeroth-order profile. It becomes K y^(1/3), with

K = ∫₀¹ (1 − t^(4/3))^(−1/2) dt = (3/4)B(3/4, 1/2) = 1.797.

The beta function B appears after the substitution z = t^(4/3). Now collect the terms proportional to αy^(1/3). On the left, differentiating cαy^(7/3) twice gives (7/3)(4/3)c = 28c/9. On the right, the first term contributes −c/2 from u^(−1/2) and −1 from the loss of uncollided ions, and the second contributes K:

28c/9 = (4/9)(K − 1 − c/2), hence c = 2(K − 1)/15.

The wall is where u = 1. Setting y = 1 + δ gives (4/3)δ + cα = 0 to first order, so

δs/s = −(3/4)cα = −(K − 1)s/(10ℓ).

This is at fixed n_s, T and V. The sheath becomes thinner because the newly born ions are slow and therefore dense. The factor K − 1, about 0.8, is the charge density gained from slow ions less that lost with fast ones. The effect is weak because this factor enters divided by ten, so that s/ℓ is multiplied by only about 0.08. Numerically, δs/s = −1.66 %. Solving the integral equation self-consistently, without expanding in α, gives −1.57 %. Within the Child model, collisions at this pressure therefore matter little. With electrons included the effect is larger, partly because slow ions born near the edge add charge where ions and electrons otherwise nearly balance. How much larger depends on the potential at which you start measuring and on the field assumed at the edge. The estimate should not be carried over to pressures at which s/ℓ is no longer small.

**Where a real reactor differs**

The parameters are roughly those of a low-pressure argon processing plasma facing an electrode with a steady negative bias. For that case, the corrections estimated above are 10 % for entry speed alone, 19 % or more when electrons are included as well and the sheath is measured from a drop of 3 V or less, and −1.6 % for charge exchange at 2 mTorr within the Child model.

If the electrode is instead biased at radio frequency, the assumption of a steady voltage fails. To judge when that matters, compare the period with the ion transit time. In the Child profile, v = v_w(x/s)^(2/3), where the wall speed is v_w = u_B√(2V/T) = 38 km/s. Integrating dx/v gives a transit time of 3s/v_w, or about 0.25 µs for argon. For the formula to hold at each instant, the voltage must vary much more slowly than this. The sheath edge must also move much more slowly than the Bohm speed, because a moving edge changes the rate at which ions enter. A sufficiently slow swing up to 600 V would carry the thickness to 2^(3/4) times its 300 V value, about 5.4 mm. The edge would then move 2.2 mm, which an argon ion at the Bohm speed covers in 0.8 µs, so the swing must take much longer than that. At 13.56 MHz the period is 0.074 µs, shorter than the transit time, so the ions cannot follow the instantaneous voltage. The dc formula then no longer describes the sheath, and a model with an oscillating electron edge is needed.

The numerical output below lists the main values used here, apart from the radio-frequency estimates, which follow from them by the formulas given. It includes a direct integration of Poisson's equation for argon ions starting with only 10⁻⁸ eV, which also gives 3.228 mm.

Values computed for the example and the checks

```
Edge density: 1.0e+16 m^-3
Electron temperature: 3.0 eV
Sheath voltage drop: 300 V
Argon ion mass: 39.95 u
Edge Debye length: 0.1288 mm
Ratio 2V/T: 200.0 (no unit)
(2V/T)^(3/4): 53.183 (no unit)
Child thickness / Debye length: 25.071 (no unit)
Child thickness, formula: 3.228 mm
Child thickness, direct integration: 3.228 mm
Child thickness, converted: 0.323 cm
Bohm speed of argon ions: 2.692 km/s
Ion current density: 0.431 mA/cm2
Wall field, Child model: 1.239 kV/cm
w = sqrt(1+2V/T): 14.177 (no unit)
Thickness with Bohm entry speed, no electrons: 3.565 mm
Excess over Child from entry speed: 10.4 %
Full sheath, from 3.0 V to 300 V drop: 3.851 mm, 19.3 % above Child
Full sheath, from 1.0 V to 300 V drop: 4.192 mm, 29.9 % above Child
Full sheath, from 0.3 V to 300 V drop: 4.714 mm, 46.0 % above Child
Gas pressure: 2.0 mTorr
Gas temperature: 300 K
Rough charge-exchange cross section: 1e-18 m^2
Gas density: 6.44e+19 m^-3
Ion mean free path: 15.5 mm
Child thickness / mean free path: 0.208 (no unit)
Ions colliding within Child thickness: 18.8 %
Integral K: 1.7972 (no unit)
Thickness change by collisions, first order: -1.66 %
Thickness change by collisions, self-consistent: -1.57 %
```
